# Does a free electron in a positive-energy state tremble?

## Question

For a free Dirac electron the Heisenberg equation gives the velocity operator \(c\boldsymbol\alpha\). Each component has only the eigenvalues \(+c\) and \(-c\), and it does not commute with the Hamiltonian even though the momentum is conserved. Solving for \(\mathbf x(t)\) produces a term oscillating at a frequency of at least \(2mc^2/\hbar\), the Zitterbewegung.

Does this mean that every free electron darts about at the speed of light while it drifts? In particular, if I build a wave packet from positive-energy plane waves alone, does its mean position tremble? If not, what does the oscillating term describe, and what has become of the eigenvalues \(\pm c\)?

## Answer

The mean position of such a packet does not tremble. It moves in a straight line at the constant velocity \(\langle c^2\mathbf p/E\rangle\). The oscillating term connects positive-energy with negative-energy components, and it contributes only if the state contains both at the same momentum.

### Setting

I use the single-particle Dirac equation without external fields, \(i\hbar\,\partial_t\psi=H\psi\), with

\[
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2,\qquad E(\mathbf p)=+\sqrt{c^2p^2+m^2c^4},\qquad m>0 .
\]

The matrices are Hermitian and obey \(\{\alpha_i,\alpha_j\}=2\delta_{ij}\), \(\{\alpha_i,\beta\}=0\), \(\beta^2=1\), where \(\{A,B\}=AB+BA\). The position operator is \(\mathbf x=i\hbar\nabla_p\), acting on all four spinor components. States are normalized and have a finite mean position.

In \(H^2\) the cross terms cancel because the matrices anticommute, which leaves \(H^2=E^2\). At each momentum \(H\) therefore has the eigenvalues \(\pm E\), and the projectors on the two signs are

\[
\Lambda_\pm=\tfrac12\left(1\pm\frac{H}{E}\right),\qquad H\Lambda_\pm=\Lambda_\pm H=\pm E\,\Lambda_\pm .
\]

The velocity operator follows from \([p_i,x_i]=-i\hbar\):

\[
\frac{dx_i}{dt}=\frac{i}{\hbar}[H,x_i]=\frac{i}{\hbar}\,c\alpha_i(-i\hbar)=c\alpha_i .
\]

### The velocity within one energy sign

The matrix algebra gives

\[
\alpha_iH+H\alpha_i=c\sum_j p_j\{\alpha_i,\alpha_j\}+mc^2\{\alpha_i,\beta\}=2cp_i .
\]

Put \(\Lambda_+\) on both sides. In the first term \(H\) meets the right-hand projector and becomes \(E\); in the second it meets the left-hand one and also becomes \(E\). Hence \(2E\,\Lambda_+\alpha_i\Lambda_+=2cp_i\Lambda_+\). With \(\Lambda_-\) the left side has \(-2E\) instead. Multiplying by \(c\) and dividing,

\[
\Lambda_\pm\,c\alpha_i\,\Lambda_\pm=\pm\frac{c^2p_i}{E}\,\Lambda_\pm .
\]

A positive-energy state satisfies \(\Lambda_+\psi=\psi\), and it continues to do so because \(\Lambda_+\) commutes with \(H\). Therefore

\[
\frac{d}{dt}\langle x_i\rangle=\langle c\alpha_i\rangle=\left\langle\frac{c^2p_i}{E}\right\rangle .
\]

The right side is constant, since \(\mathbf p\) commutes with \(H\). Integration gives

\[
\langle\mathbf x(t)\rangle=\langle\mathbf x(0)\rangle+t\left\langle\frac{c^2\mathbf p}{E}\right\rangle .
\]

This holds for any superposition of positive-energy plane waves, whatever its momentum spread and spin. The velocity is the group velocity, \(\partial E/\partial p_i=c^2p_i/E\).

The same conclusion can be read from the wave function. In momentum space a positive-energy state is \(e^{-iEt/\hbar}\phi(\mathbf p)\), and

\[
i\hbar\frac{\partial}{\partial p_z}\left(e^{-iEt/\hbar}\phi\right)=e^{-iEt/\hbar}\left(\frac{c^2p_z}{E}\,t+i\hbar\frac{\partial}{\partial p_z}\right)\phi .
\]

Each further factor of \(z\) brings another such bracket, and the phases cancel in the expectation value. Every moment \(\langle z^n\rangle\) that exists is thus a polynomial in \(t\). The spread of the packet does not tremble either: \(\langle z^2\rangle\) is quadratic in time, with leading coefficient \(\langle(c^2p_z/E)^2\rangle\).

### What has become of the eigenvalues \(\pm c\)

Since \(E>c|\mathbf p|\), the mean of \(c\alpha_i\) in a positive-energy state lies strictly between \(-c\) and \(c\). An eigenstate of \(c\alpha_i\) has mean \(\pm c\), so it cannot be a positive-energy state.

Take momentum \(p\) along \(z\) and a spinor with \(\alpha_z\chi=\chi\). Then \(\langle\beta\rangle=\langle\alpha_z\beta\alpha_z\rangle=-\langle\beta\rangle\), so \(\langle\beta\rangle=0\) and \(\langle H\rangle=cp\). Its negative-energy weight is

\[
\langle\Lambda_-\rangle=\tfrac12\left(1-\frac{cp}{E}\right).
\]

For \(p=0.75\,mc\) the energy is \(E=1.25\,mc^2\), so \(cp/E=0.6\) and the weight is \(0.2\). The eigenvalue \(c\) belongs to a superposition of both energy signs.

### What the oscillating term describes

Split the velocity operator into two parts,

\[
c\alpha_i=c^2p_iH^{-1}+F_i .
\]

The first part commutes with \(H\). The second anticommutes with it, because

\[
\{F_i,H\}=c\{\alpha_i,H\}-2c^2p_i=2c^2p_i-2c^2p_i=0 .
\]

From \(HF_i=-F_iH\) it follows that \(e^{iHt/\hbar}F_i=F_ie^{-iHt/\hbar}\), so

\[
F_i(t)=e^{iHt/\hbar}F_ie^{-iHt/\hbar}=F_i\,e^{-2iHt/\hbar}.
\]

Integrating the velocity from \(0\) to \(t\), with \(1/(-2i/\hbar)=i\hbar/2\), gives the full solution

\[
x_i(t)=x_i+c^2p_iH^{-1}t+\frac{i\hbar}{2}F_iH^{-1}\left(e^{-2iHt/\hbar}-1\right).
\]

The last term is the Zitterbewegung. Anticommutation also gives \(F_i\Lambda_+=\Lambda_-F_i\), hence \(\Lambda_+F_i\Lambda_+=\Lambda_+\Lambda_-F_i=0\). The factors to the right of \(F_i\) commute with \(\Lambda_+\), so the whole term has zero expectation value in a positive-energy state. The operator is present in the solution, but such a state gives it nothing to act between.

For a general state \(\psi=\psi_++\psi_-\), the oscillating part of the mean velocity is

\[
2\,\mathrm{Re}\int\psi_+^\dagger(\mathbf p,t)\,c\alpha_i\,\psi_-(\mathbf p,t)\,d^3p .
\]

The phases \(e^{-iEt/\hbar}\) of \(\psi_+\) and \(e^{+iEt/\hbar}\) of \(\psi_-\) combine to \(e^{2iEt/\hbar}\). Both factors stand at the same \(\mathbf p\), because \(\alpha_i\) does not change the momentum.

Having both signs is therefore necessary but not sufficient. Consider a positive-energy packet around \(+p_0\) and a negative-energy packet around \(-p_0\). Both move at \(+c^2p_0/E\), since the velocity of a negative-energy component is opposite to its momentum. They can stay on top of each other in space and still not interfere in the velocity. In a numerical case along \(z\) with \(p_0=0.75\,mc\) and momentum spread \(0.1\,mc\), both packets projected from the spinor \((1,\,0.5i,\,-0.3,\,0.7+0.2i)^T\) in the representation with \(\beta=\mathrm{diag}(1,1,-1,-1)\) and added with equal weight, the overlap integral of their normalized magnitudes is 0.9999 at \(t=10\,\hbar/(mc^2)\). The mean position nevertheless departs from a straight line by only \(4\times10^{-13}\,\hbar/(mc)\). A remainder of this order is expected: two normalized Gaussian amplitudes centred at \(\pm p_0\) with spread \(\sigma\) still overlap near \(p=0\) by \(e^{-p_0^2/(2\sigma^2)}=e^{-28.1}\approx6\times10^{-13}\), so the two energy signs share a minute range of momenta. This sets the scale only; the prefactor depends on the spinor. For \((1,0,0,0)^T\) the matrix element of \(\alpha_z\) between the two projections is odd in \(p\), and the remainder cancels.

### A packet that trembles, and its cure

A simple starting state is a Gaussian multiplied by a constant spinor, \(\psi=g(p)\chi\) with \(\chi=(1,0,0,0)^T\) in the representation where \(\beta=\mathrm{diag}(1,1,-1,-1)\). It resembles a nonrelativistic electron with spin up, but it is not a positive-energy state unless \(\mathbf p=0\).

Let the motion be along \(z\), with zero transverse momentum. Then \(\chi^\dagger\beta\chi=1\), and \(\chi^\dagger\alpha_z\chi=0\) because \(\alpha_z\) couples upper to lower components. So \(\chi^\dagger H\chi=mc^2\), and the negative-energy weight is

\[
W_-=\tfrac12\left(1-\left\langle\frac{mc^2}{E}\right\rangle\right).
\]

The mean velocity needs three matrix elements. With \(H^{-1}=H/E^2\), the steady part is

\[
\chi^\dagger c^2pH^{-1}\chi=\frac{c^2p\,mc^2}{E^2}.
\]

For the oscillating part write \(e^{-2iHt/\hbar}=\cos(2Et/\hbar)-i(H/E)\sin(2Et/\hbar)\). The cosine multiplies

\[
\chi^\dagger F_z\chi=0-\frac{c^2p\,mc^2}{E^2}.
\]

The sine multiplies a term proportional to \(\chi^\dagger F_zH\chi\). Here \(F_zH=c\alpha_zH-c^2p\), and \(c\alpha_zH=c^2p+mc^3\alpha_z\beta\). The terms \(c^2p\) cancel, and \(\chi^\dagger\alpha_z\beta\chi=\chi^\dagger\alpha_z\chi=0\), so the sine term vanishes. The velocity at momentum \(p\) is

\[
v(t)=\frac{c^2p\,mc^2}{E^2}\left[1-\cos\frac{2Et}{\hbar}\right].
\]

For real \(g\) the packet starts with \(\langle z\rangle=0\), and integration gives

\[
\langle z(t)\rangle=\left\langle\frac{c^2p\,mc^2}{E^2}\left[t-\frac{\hbar}{2E}\sin\frac{2Et}{\hbar}\right]\right\rangle .
\]

Now take mean momentum \(p_0=0.75\,mc\) and spread \(0.1\,mc\). Lengths are in \(\hbar/(mc)=0.386\) pm and times in \(\hbar/(mc^2)=1.288\times10^{-21}\) s. At the sharp momentum \(p_0\):

- The negative-energy weight is \(\tfrac12(1-1/1.25)=0.1\); the packet has 0.0999.
- The drift velocity is \(0.75/1.25^2=0.48\,c\); the packet has \(0.475\,c\).
- The amplitude is \(0.48/(2\times1.25)=0.192\); the packet reaches 0.189, or 0.073 pm, in the first period.
- The period is \(\pi/1.25=2.513\), or \(3.24\times10^{-21}\) s.

The cure is to apply \(\Lambda_+\) to this packet and normalize the result. Its velocity is \(0.595\,c\), close to \(c^2p_0/E(p_0)=0.6\,c\); the difference arises because the velocity is averaged over the momentum distribution of the projected packet. The mean positions during the first period, read from the spatial densities, are:

| Time in periods | Constant spinor | Positive energy |
|---|---|---|
| 0 | 0.000 | 0.000 |
| 0.25 | 0.109 | 0.374 |
| 0.50 | 0.598 | 0.748 |
| 0.75 | 1.081 | 1.122 |
| 1.00 | 1.193 | 1.496 |

The right column grows by 0.374 in each quarter period. The middle column starts from rest, speeds up and slows down again. Nothing but the removal of the negative-energy part separates the two preparations.

The amplitude at sharp momentum, \(\hbar c^2p\,mc^2/(2E^3)\), is small in both limits. For \(p\ll mc\) it tends to \(\hbar p/(2m^2c^2)\), a fraction \(p/(2mc)\) of \(\hbar/(mc)\). For \(p\gg mc\) it falls as \(1/p^2\).

### Why the trembling of this packet fades

At one momentum the two parts have opposite velocities, so they separate in space. Since \(\alpha_z\) is Hermitian with \(\alpha_z^2=1\), it preserves the length of a spinor, and the oscillating velocity obeys

\[
\left|2\,\mathrm{Re}\int\psi_+^\dagger c\alpha_z\psi_-\,dz\right|\le2c\int|\psi_+||\psi_-|\,dz .
\]

The trembling must disappear along with the overlap. At \(t=20\) the centres of the two parts are at \(11.9\) and \(-12.1\). In the period starting then, the oscillating velocity reaches \(0.028\,c\), below the largest value of the bound, \(0.038\,c\). In the first period it reached \(0.475\,c\). In the period starting at \(t=40\) it reaches only about \(2\times10^{-5}c\). The negative-energy part is slightly faster because its momentum distribution carries the factor \(1-mc^2/E\), which favours larger momenta, while the positive-energy part carries \(1+mc^2/E\).

For a plane wave the parts never separate, and the oscillation persists.

### Does confinement bring the trembling back?

Narrowness alone does not decide the matter; the spinor does. For a three-dimensional Gaussian at rest with the same constant spinor, and with standard deviation \(d\) along each axis, the expression for \(W_-\) still applies, because \(\chi^\dagger\alpha_i\chi=0\) for every \(i\). If \(d\gg\hbar/(mc)\), then \(1-mc^2/E\approx p^2/(2m^2c^2)\) and \(\langle p^2\rangle=3\hbar^2/(4d^2)\), so

\[
W_-\approx\frac{3}{16}\left(\frac{\hbar}{mcd}\right)^2 .
\]

At \(d=10\,\hbar/(mc)\) this gives \(1.88\times10^{-3}\), against the full value \(1.86\times10^{-3}\). For \(d\) equal to one Bohr radius, 137 in these units, the weight is \(1.0\times10^{-5}\). At \(d=1\) it is 0.108, and the approximation no longer applies. These weights belong to the constant spinor. Projecting the same packet with \(\Lambda_+\) makes them zero. The projection widens the packet but leaves it narrow: \(\sqrt{\langle r^2\rangle/3}\) exceeds \(d\) by 0.2 % at \(d=10\), by 10 % at \(d=1\) and by a factor 1.5 at \(d=0.01\).

This packet at rest also shows that both signs at the same momentum can still leave the mean position steady. The state is unchanged under \(\psi(\mathbf p)\to\beta\psi(-\mathbf p)\), and so is the dynamics, because \(\beta H(-\mathbf p)\beta=H(\mathbf p)\). The position changes sign under this reflection, so its mean stays at zero. The contributions of \(\mathbf p\) and \(-\mathbf p\) cancel.

### Where the frequency \(2E/\hbar\) survives

The result concerns expectation values at a single time. Correlations between two times are different. Let \(u\) be a normalized positive-energy spinor at sharp momentum, with \(v_i=c^2p_i/E\). Using \(u^\dagger e^{iHt/\hbar}=e^{iEt/\hbar}u^\dagger\) and inserting \(\Lambda_++\Lambda_-=1\) between the two velocity matrices,

\[
\langle\alpha_i(t)\alpha_i(0)\rangle=\|\Lambda_+\alpha_iu\|^2+\|\Lambda_-\alpha_iu\|^2e^{2iEt/\hbar}.
\]

The projected velocity gives \(\Lambda_+\alpha_iu=(v_i/c)u\), and \(\alpha_i^2=1\) makes the two weights add up to one. Therefore

\[
\langle\alpha_i(t)\alpha_i(0)\rangle=\frac{v_i^2}{c^2}+\left(1-\frac{v_i^2}{c^2}\right)e^{2iEt/\hbar}.
\]

For motion along \(z\) with \(v=0.6\,c\) the weights are 0.36 and 0.64. The first action of \(\alpha_z\) takes most of the state out of the positive-energy space. The second returns part of that negative-energy component to \(u\), and this part carries the oscillating phase. This is a property of the operator \(c\alpha_z\) in the single-particle theory, and it coexists with a mean position that moves uniformly.

The argument also relies on the absence of external fields. In a potential the momentum is not conserved, and \(\Lambda_+\) as defined here need not commute with the Hamiltonian. A state that starts with positive free energy can then acquire a negative-energy component, and the straight-line law no longer follows.

The numerical check tests the projected velocity at general three-dimensional momenta and the position law along \(z\) for a packet with a fixed, nonzero transverse momentum.

## Calculated quantities

```
unit of length hbar/(m c) = 0.38616 pm
unit of time hbar/(m c^2) = 1.28809e-21 s
mean momentum p0 = 0.75 m c, spread = 0.10 m c
E(p0) = 1.2500 m c^2
c^2 p0/E(p0) = 0.6000 c
trembling period at p0 = 2.5133 hbar/(m c^2) = 3.2373e-21 s
trembling angular frequency at p0 = 1.9409e+21 rad/s
Constant-spinor packet:
  negative-energy weight = 0.09992
  drift velocity = 0.47520 c
  sharp-momentum drift velocity = 0.48000 c
  trembling amplitude = 0.18924 hbar/(m c) = 0.07308 pm
  sharp-momentum amplitude = 0.19200 hbar/(m c)
Positive-energy part, normalized:
  velocity <c^2 p/E> = 0.59524 c = 1.7845e+08 m/s
  largest deviation from straight line = 1e-15 hbar/(m c)
Mean positions in hbar/(m c), time in periods:
  t = 0.00: constant spinor 0.00000, positive energy -0.00000
  t = 0.25: constant spinor 0.10934, positive energy 0.37400
  t = 0.50: constant spinor 0.59813, positive energy 0.74800
  t = 0.75: constant spinor 1.08085, positive energy 1.12200
  t = 1.00: constant spinor 1.19260, positive energy 1.49600
Fading; maxima over one period from t, t in hbar/(m c^2):
  t = 0: oscillating velocity 0.47520 c, overlap bound 0.59973 c
    centers at t: positive -0.000, negative 0.000 hbar/(m c)
  t = 10: oscillating velocity 0.23462 c, overlap bound 0.29741 c
    centers at t: positive 5.952, negative -6.061 hbar/(m c)
  t = 20: oscillating velocity 0.02824 c, overlap bound 0.03803 c
    centers at t: positive 11.905, negative -12.123 hbar/(m c)
  t = 40: oscillating velocity 0.00002 c, overlap bound 0.00003 c
    centers at t: positive 23.810, negative -24.245 hbar/(m c)
Both signs at disjoint momenta (+p0 and -p0):
  drift velocity = 0.59492 c
  deviation from straight line = 4e-13 hbar/(m c)
  spatial overlap of the parts at t = 10: 0.9999
Sharp momentum p0:
  negative-energy weight of velocity eigenstate +c = 0.2000
  weight of alpha_z u in negative energies = 0.6400
Negative-energy weight, 3D constant-spinor Gaussian at rest:
  width per axis 0.500 hbar/(m c): 2.1755e-01
  width per axis 1.000 hbar/(m c): 1.0769e-01
  width per axis 10.000 hbar/(m c): 1.8577e-03
  width per axis 137.036 hbar/(m c): 9.9841e-06
```
